# Why the average barrier does not fix oxidant diffusivity in silica: verification in Python

```python
"""
Result under test: diffusion over random saddles is a resistor-network problem.
The Arrhenius rate at the mean barrier is not, in general, the diffusivity.
For weak Gaussian saddle disorder and equal site energies,
    ln(D / D_average_barrier) = s**2 * (1/2 - 2/z),
and at low temperature the percolation bottleneck sets the effective barrier.
Symbols: s = saddle width / kT, z = coordination, g = bond conductance,
dx = bond displacement along x, psi = periodic correction to a uniform field.
Network conductances are in units of the rate at the mean barrier.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants, sparse
from scipy.sparse.csgraph import connected_components
from scipy.stats import norm

rng = np.random.default_rng(7)


def make_network(kind, L):
    """Periodic chain, square, cubic or diamond network, hop length one."""
    d = {"chain": 1, "square": 2, "cubic": 3, "diamond": 3}[kind]
    idx = np.arange(L**d).reshape((L,) * d)
    cells = idx.size
    layer = np.indices(idx.shape)[0].ravel()
    if kind == "diamond":
        n, z = 2 * cells, 4
        tail = np.tile(idx.ravel(), 4)
        neighbours = [idx] + [np.roll(idx, 1, k) for k in range(3)]
        head = np.concatenate([cells + v.ravel() for v in neighbours])
        dx = np.repeat(np.array([1., 1., -1., -1.]) / np.sqrt(3), cells)
        layer = np.tile(layer, 2)
    else:
        n, z = cells, 2 * d
        tail = np.tile(idx.ravel(), d)
        head = np.concatenate([np.roll(idx, -1, k).ravel() for k in range(d)])
        dx = np.repeat(np.eye(d)[0], cells)
    nb = len(tail)
    rows = np.tile(np.arange(nb), 2)
    values = np.repeat([-1., 1.], nb)
    B = sparse.csr_matrix((values, (rows, np.r_[tail, head])), shape=(nb, n))
    return SimpleNamespace(n=n, z=z, L=L, tail=tail, head=head, dx=dx,
                           layer=layer, B=B, BT=B.T.tocsr())


def draw_barriers(net):
    """Normal scores; bonds along x are standardized to cut sampling noise."""
    x = rng.standard_normal(len(net.dx))
    m = net.dx != 0
    x[m] = (x[m] - x[m].mean()) / x[m].std()
    return x


def solve_network(net, g):
    """Minimize dissipation by preconditioned conjugate gradients."""
    A = (net.BT @ sparse.diags(g) @ net.B).tocsr()
    inv_diag = 1 / A.diagonal()
    r = -(net.BT @ (g * net.dx))
    psi = np.zeros(net.n)
    y = inv_diag * r
    p = y.copy()
    rz = r @ y
    target = 1e-18 * rz
    for _ in range(20000):
        if rz <= target:
            break
        Ap = A @ p
        alpha = rz / (p @ Ap)
        psi += alpha * p
        r -= alpha * Ap
        y = inv_diag * r
        new = r @ y
        p = y + (new / rz) * p
        rz = new
    assert rz <= target
    field = net.dx + net.B @ psi
    power = np.sum(g * field**2)
    # At the minimum, dissipation equals applied field times current.
    assert abs(power - np.sum(g * field * net.dx)) < 1e-4 * power
    return power / np.sum(net.dx**2), field


# Diffusivity from the decay of a density wave, with disordered sites.
net = make_network("diamond", 4)
saddle = rng.standard_normal(len(net.dx))
site = 0.7 * rng.standard_normal(net.n)
q = 0.005
i, j = net.tail, net.head
w_ij = np.exp(-(saddle - site[i]))
w_ji = np.exp(-(saddle - site[j]))
M = np.zeros((net.n, net.n), complex)
np.add.at(M, (j, i), w_ij * np.exp(-1j * q * net.dx))
np.add.at(M, (i, j), w_ji * np.exp(1j * q * net.dx))
np.add.at(M, (i, i), -w_ij)
np.add.at(M, (j, j), -w_ji)
D_wave = -np.linalg.eigvals(M).real.max() / q**2
ratio, _ = solve_network(net, np.exp(-saddle))
D_network = ratio * np.sum(net.dx**2) / np.sum(np.exp(-site))
assert abs(D_wave / D_network - 1) < 2e-3  # finite wave number
print(f"D from density wave (reduced units): {D_wave:.5f}")
print(f"D from resistor network (reduced units): {D_network:.5f}")

# Diagonal of the projector onto gradient fields, from a pseudoinverse.
for kind in ("cubic", "diamond"):
    net = make_network(kind, 3)
    dense = net.B.toarray()
    diagonal = np.diag(dense @ np.linalg.pinv(dense))
    assert np.allclose(diagonal, (net.n - 1) / len(net.dx), atol=1e-10)

# A chain must give the harmonic mean rate.
net = make_network("chain", 200)
g = np.exp(-draw_barriers(net))
assert abs(solve_network(net, g)[0] * np.mean(1 / g) - 1) < 1e-7

# Weak disorder: reversing all barrier deviations cancels odd orders.
s_weak = 0.3
print(f"Weak-disorder width / kT: {s_weak:.2f}")
for kind, L in (("chain", 400), ("square", 80), ("cubic", 20), ("diamond", 16)):
    net = make_network(kind, L)
    coefficients = []
    for _ in range(6):
        x = draw_barriers(net)
        plus = np.log(solve_network(net, np.exp(-s_weak * x))[0])
        minus = np.log(solve_network(net, np.exp(s_weak * x))[0])
        coefficients.append((plus + minus) / (2 * s_weak**2))
    measured = np.mean(coefficients)
    predicted = 0.5 - 2 / net.z
    assert abs(measured - predicted) < 0.025  # finite samples, higher orders
    print(f"{kind}: log coefficient {measured:.4f}, formula {predicted:.4f}")

# Worked example: round model parameters.
mean_barrier, width, site_width = 1.2, 0.25, 0.10  # eV
hop, attempt = 3.0, 1e13                         # angstrom, 1/s
k_eV = constants.k / constants.e
print(f"Mean barrier: {mean_barrier:.2f} eV")
print(f"Saddle width: {width:.2f} eV")
print(f"Hop length: {hop:.1f} angstrom")
print(f"Attempt rate: {attempt:.1e} 1/s")

temperatures = (1600, 1200, 800)
networks = {"diamond": make_network("diamond", 14),
            "cubic": make_network("cubic", 18)}
samples = {name: [draw_barriers(v) for _ in range(8)]
           for name, v in networks.items()}
print("Samples per network: 8")
for name, v in networks.items():
    print(f"{name} sites per sample: {v.n}")
results = {}
for T in temperatures:
    s = width / (k_eV * T)
    print(f"{T} K: kT = {k_eV*T:.5f} eV, width/kT = {s:.3f}")
    print(f"  Gaussian mean-rate bounds / average: "
          f"{np.exp(-s*s/2):.4f}, {np.exp(s*s/2):.3f}")
    for name, net in networks.items():
        ratios, energies = [], []
        weight = net.dx**2 / np.sum(net.dx**2)
        for x in samples[name]:
            g = np.exp(-s * x)
            ratio, field = solve_network(net, g)
            upper, lower = np.sum(weight * g), 1 / np.sum(weight / g)
            assert lower < ratio < upper
            loss = g * field**2
            energies.append(mean_barrier + width * np.sum(loss * x) / loss.sum())
            ratios.append(ratio)
        mean = np.mean(ratios)
        error = np.std(ratios, ddof=1) / np.sqrt(len(ratios))
        results[name, T] = mean, error
        weak = np.exp(s * s * (0.5 - 2 / net.z))
        print(f"  {name}: D/D_av = {mean:.3f} +/- {error:.3f}, weak law {weak:.3f}")
        print(f"  {name}: activation energy = {np.mean(energies):.4f} eV")
    cubic, cubic_error = results["cubic", T]
    assert cubic > 1 + 3 * cubic_error
    assert cubic > results["diamond", T][0]

# Activation energy: dissipation average against a temperature derivative.
T = 1200
s = width / (k_eV * T)
for name, net in networks.items():
    x = samples[name][0]
    g = np.exp(-s * x)
    _, field = solve_network(net, g)
    loss = g * field**2
    weighted = width * np.sum(loss * x) / loss.sum()
    h = 1e-3
    up = np.log(solve_network(net, np.exp(-s * (1 + h) * x))[0])
    down = np.log(solve_network(net, np.exp(-s * (1 - h) * x))[0])
    derivative = -width * (up - down) / (2 * h * s)
    assert abs(derivative - weighted) < 1e-4

D_average = networks["diamond"].z / 6 * hop**2 * attempt
D_average *= np.exp(-mean_barrier / (k_eV * T))
D_diamond = D_average * results["diamond", T][0]
to_cm2 = (constants.angstrom / constants.centi)**2
print(f"Diamond D_av at 1200 K: {D_average:.4e} angstrom^2/s")
print(f"Diamond D at 1200 K: {D_diamond:.4e} angstrom^2/s")
print(f"Diamond D at 1200 K: {D_diamond*to_cm2:.4e} cm^2/s")

# Same barriers, different connection, on one cubic sample.
net = networks["cubic"]
x = samples["cubic"][0]
cells, L = net.n, net.L
ordered = np.sort(x[:cells])
layers, columns = x.copy(), x.copy()
layers[:cells] = ordered
columns[:cells] = ordered.reshape(L * L, L).T.ravel()
r_layer, r_random, r_column = [solve_network(net, np.exp(-s * v))[0]
                               for v in (layers, x, columns)]
assert r_layer < 1 < r_random < r_column
print(f"Same cubic barriers, layers: D/D_av = {r_layer:.4f}")
print(f"Same cubic barriers, random: D/D_av = {r_random:.4f}")
print(f"Same cubic barriers, columns: D/D_av = {r_column:.4f}")

# A low-barrier minority below the percolation threshold.
low_fraction, gap = 0.10, 10.0  # gap in kT
low = rng.random(len(net.dx)) < low_fraction
g = np.exp(gap * low)
r_skew = solve_network(net, g)[0] / np.exp(gap * low[net.dx != 0].mean())
assert r_skew < 1
print(f"Low-barrier fraction {low_fraction:.2f}, gap {gap:.1f} kT: "
      f"D/D_av = {r_skew:.4f}")

# Site disorder enters through the equilibrium occupancy.
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
s_site = site_width / (k_eV * T)
occupancy = np.sum(weights * np.exp(-s_site * nodes)) / np.sqrt(2 * np.pi)
site_factor = 1 / occupancy
assert abs(site_factor - np.exp(-s_site**2 / 2)) < 1e-10
print(f"Site width: {site_width:.2f} eV")
print(f"Site-disorder factor at 1200 K: {site_factor:.4f}")
print(f"Diamond D/D_av with site disorder, 1200 K: "
      f"{site_factor*results['diamond', T][0]:.4f}")


def open_network(net):
    """Join each end layer to an electrode and cut wrapping bonds."""
    label = np.arange(net.n) + 2
    label[net.layer == 0] = 0
    label[net.layer == net.L - 1] = 1
    keep = np.abs(net.layer[net.tail] - net.layer[net.head]) <= 1
    return label[net.tail[keep]], label[net.head[keep]], net.n + 2


def bottleneck(a, b, n, barrier, steps=12):
    """Smallest cutoff whose open bonds connect the electrodes."""
    lo, hi = 0., 1.
    for _ in range(steps):
        mid = (lo + hi) / 2
        m = barrier <= mid
        graph = sparse.coo_matrix((np.ones(m.sum()), (a[m], b[m])), shape=(n, n))
        labels = connected_components(graph, directed=False)[1]
        if labels[0] == labels[1]:
            hi = mid
        else:
            lo = mid
    return (lo + hi) / 2


# Percolation thresholds; comparison values are established numerical ones.
for kind, L, reference in (("cubic", 28, 0.2488), ("diamond", 28, 0.3893)):
    a, b, n = open_network(make_network(kind, L))
    thresholds = [bottleneck(a, b, n, rng.random(len(a))) for _ in range(12)]
    pc = np.mean(thresholds)
    pc_error = np.std(thresholds, ddof=1) / np.sqrt(len(thresholds))
    assert abs(pc - reference) < 0.025  # finite sample with electrodes
    assert pc + 3 * pc_error < 0.5
    critical = mean_barrier + width * norm.ppf(pc)
    print(f"{kind} threshold, L={L}: {pc:.4f} +/- {pc_error:.4f}")
    print(f"{kind} Gaussian percolation barrier: {critical:.4f} eV")


def two_terminal_conductance(a, b, n, g):
    """Eliminate nodes without subtraction, safe for extreme contrasts."""
    C = np.zeros((n, n))
    np.add.at(C, (a, b), g)
    np.add.at(C, (b, a), g)
    for k in range(n - 1, 1, -1):
        row = C[k, :k].copy()
        total = row.sum()
        if total > 0:
            C[:k, :k] += np.outer(row, row / total)
    return C[0, 1]


# Low-temperature limit for barriers uniform between 0 and 1 eV.
for kind, L in (("cubic", 7), ("diamond", 6)):
    a, b, n = open_network(make_network(kind, L))
    for trial in range(3):
        barrier = rng.random(len(a))
        critical = bottleneck(a, b, n, barrier, steps=24)
        effective = []
        for beta in (30., 300.):  # 1/eV
            G = two_terminal_conductance(a, b, n, np.exp(-beta * barrier))
            effective.append(-np.log(G) / beta)
            assert abs(effective[-1] - critical) <= np.log(len(a)) / beta + 1e-6
        if trial == 0:
            print(f"{kind} sample: bottleneck {critical:.4f} eV, mean "
                  f"{barrier.mean():.4f} eV")
            print(f"  effective barrier at beta=30, 300 /eV: "
                  f"{effective[0]:.4f}, {effective[1]:.4f} eV")

print("all tests passed")
```

Output:

```
D from density wave (reduced units): 0.65692
D from resistor network (reduced units): 0.65692
Weak-disorder width / kT: 0.30
chain: log coefficient -0.4997, formula -0.5000
square: log coefficient -0.0008, formula 0.0000
cubic: log coefficient 0.1645, formula 0.1667
diamond: log coefficient 0.0008, formula 0.0000
Mean barrier: 1.20 eV
Saddle width: 0.25 eV
Hop length: 3.0 angstrom
Attempt rate: 1.0e+13 1/s
Samples per network: 8
diamond sites per sample: 5488
cubic sites per sample: 5832
1600 K: kT = 0.13788 eV, width/kT = 1.813
  Gaussian mean-rate bounds / average: 0.1932, 5.175
  diamond: D/D_av = 1.034 +/- 0.003, weak law 1.000
  diamond: activation energy = 1.1869 eV
  cubic: D/D_av = 1.491 +/- 0.004, weak law 1.730
  cubic: activation energy = 1.1099 eV
1200 K: kT = 0.10341 eV, width/kT = 2.418
  Gaussian mean-rate bounds / average: 0.0538, 18.586
  diamond: D/D_av = 1.076 +/- 0.005, weak law 1.000
  diamond: activation energy = 1.1806 eV
  cubic: D/D_av = 1.883 +/- 0.010, weak law 2.649
  cubic: activation energy = 1.0978 eV
800 K: kT = 0.06894 eV, width/kT = 3.626
  Gaussian mean-rate bounds / average: 0.0014, 717.255
  diamond: D/D_av = 1.212 +/- 0.011, weak law 1.000
  diamond: activation energy = 1.1708 eV
  cubic: D/D_av = 3.220 +/- 0.034, weak law 8.951
  cubic: activation energy = 1.0818 eV
Diamond D_av at 1200 K: 5.4749e+08 angstrom^2/s
Diamond D at 1200 K: 5.8884e+08 angstrom^2/s
Diamond D at 1200 K: 5.8884e-08 cm^2/s
Same cubic barriers, layers: D/D_av = 0.1111
Same cubic barriers, random: D/D_av = 1.8770
Same cubic barriers, columns: D/D_av = 16.3135
Low-barrier fraction 0.10, gap 10.0 kT: D/D_av = 0.5333
Site width: 0.10 eV
Site-disorder factor at 1200 K: 0.6265
Diamond D/D_av with site disorder, 1200 K: 0.6738
cubic threshold, L=28: 0.2449 +/- 0.0030
cubic Gaussian percolation barrier: 1.0273 eV
diamond threshold, L=28: 0.3845 +/- 0.0022
diamond Gaussian percolation barrier: 1.1266 eV
cubic sample: bottleneck 0.2345 eV, mean 0.5046 eV
  effective barrier at beta=30, 300 /eV: 0.2230, 0.2345 eV
diamond sample: bottleneck 0.3896 eV, mean 0.4939 eV
  effective barrier at beta=30, 300 /eV: 0.3678, 0.3896 eV
all tests passed
```
